# Surface carbon after carburizing and an equal sealed hold: a program that tests the result

```python
"""
Result under test: steel with uniform core carbon is held at fixed surface
carbon for time t1, then sealed for time t2 at the same temperature.
With constant diffusivity D the surface excess over the core falls to
    (2/pi) * arctan(sqrt(t1/t2))
of its held value, which is exactly one half for t2 = t1.

Symbols: depth in um, time in s, carbon in wt% (taken proportional to carbon
per volume), D in um^2/s. A finite-volume solution of the diffusion equation
is the independent check on the closed formulas.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc, erfcx

BOLTZMANN_EV = constants.k / constants.e
UM2_PER_CM2 = 1e8
UM_PER_CM = 1e4


def arrhenius(temperature, prefactor_cm2, activation_ev):
    """Diffusivity in um^2/s."""
    return (prefactor_cm2 * UM2_PER_CM2
            * np.exp(-activation_ev / (BOLTZMANN_EV * temperature)))


def make_grid(nodes, length, shaft=False):
    """Nodes dense at the surface; a shaft has its axis at depth = length."""
    stretch = 4.0
    x = length * np.sinh(stretch * np.linspace(0, 1, nodes)) / np.sinh(stretch)
    faces = 0.5 * (x[1:] + x[:-1])
    edges = np.concatenate(([0.0], faces, [length]))
    if shaft:
        area = 1 - faces / length
        volume = np.diff(edges - edges**2 / (2 * length))
    else:
        area = np.ones_like(faces)
        volume = np.diff(edges)
    return x, area, volume


def evolve(profile, times, diffusivity, inflow, grid):
    """Profiles at the given times; inflow None pins the surface carbon."""
    x, area, volume = grid
    spacing = np.diff(x)

    def rate(_, c):
        middle = 0.5 * (c[1:] + c[:-1])
        flux = area * diffusivity(middle) * (c[:-1] - c[1:]) / spacing
        change = np.zeros_like(c)
        change[:-1] -= flux
        change[1:] += flux
        if inflow is None:
            change[0] = 0.0
        else:
            change[0] += inflow(c[0])
        return change / volume

    solution = solve_ivp(rate, (0, times[-1]), profile, method="LSODA",
                         t_eval=times, rtol=1e-7, atol=1e-9,
                         lband=1, uband=1)
    assert solution.success
    return solution.y.T


def sealed(_):
    return 0.0


def surface_ratio(core, held, duration, diffusivity, grid):
    """Fixed-surface stage then equal sealed stage: remaining excess ratio."""
    start = np.full(grid[0].size, core)
    start[0] = held
    loaded = evolve(start, [duration], diffusivity, None, grid)[-1]
    final = evolve(loaded, [duration], diffusivity, sealed, grid)[-1]
    return (final[0] - core) / (held - core)


def ratio_formula(dt_load, dt_seal):
    """Arguments are D times duration of each stage."""
    return 2 / np.pi * np.arctan(np.sqrt(dt_load / dt_seal))


# Inputs: rough typical values for carbon in austenite
temperature = 1200.0
prefactor, activation = 0.2, 1.47
core, held = 0.20, 1.00
hours = 4.0
case_level = 0.40
carbide_limit = 1.3
part_size = 10000.0
duration = hours * 3600
excess = held - core
D = arrhenius(temperature, prefactor, activation)
length = 2 * np.sqrt(D * duration)
grid = make_grid(600, part_size)
x, _, volume = grid


def constant_D(_):
    return D


def sealed_excess(depth, load_time, seal_time):
    """Relative excess from the reflected Gaussian kernel by quadrature."""
    width = 4 * D * seal_time

    def integrand(y):
        kernel = (np.exp(-(depth - y)**2 / width)
                  + np.exp(-(depth + y)**2 / width)) / np.sqrt(np.pi * width)
        return kernel * erfc(y / (2 * np.sqrt(D * load_time)))
    return quad(integrand, 0, 8 * length, limit=300, epsabs=1e-11)[0]


# Fixed-surface stage: profile and square-root uptake
start = np.full(x.size, core)
start[0] = held
early, loaded = evolve(start, [duration / 4, duration], constant_D, None, grid)
assert np.max(np.abs(loaded - core - excess * erfc(x / length))) < 5e-4
uptake = 2 * excess * np.sqrt(D * duration / np.pi)
uptake_numeric = np.sum(volume * (loaded - core))
assert abs(uptake_numeric / uptake - 1) < 1e-3
assert abs(np.sum(volume * (early - core)) / (uptake / 2) - 1) < 2e-3

# Sealed stage at three durations
seal_times = np.array([0.25, 1.0, 4.0]) * duration
sealed_profiles = evolve(loaded, seal_times, constant_D, sealed, grid)
numeric_ratios = (sealed_profiles[:, 0] - core) / excess
formula_ratios = ratio_formula(duration, seal_times)
assert np.max(np.abs(numeric_ratios - formula_ratios)) < 5e-4
assert abs(numeric_ratios[1] - 0.5) < 5e-4
for seal_time, value in zip(seal_times, formula_ratios):
    assert abs(sealed_excess(0.0, duration, seal_time) - value) < 1e-7

# Surface value rebuilt from the flux history
for seal_time, value in zip(seal_times, formula_ratios):
    total = duration + seal_time
    history = quad(lambda s: 1 / np.sqrt(total - s), 0, duration,
                   weight="alg", wvar=(-0.5, 0))[0] / np.pi
    assert abs(history - value) < 1e-7

# Long sealed time approaches the thin-source law
long_seal = 400 * duration
thin_source = uptake / (excess * np.sqrt(np.pi * D * long_seal))
assert abs(thin_source / ratio_formula(duration, long_seal) - 1) < 2e-3

# Profile at depth and case depth after equal sealing
final = sealed_profiles[1]
depths = np.array([0.0, 250.0, 500.0, 1000.0, 1500.0])
before = core + excess * erfc(depths / length)
after = np.array([core + excess * sealed_excess(d, duration, duration)
                  for d in depths])
assert np.max(np.abs(np.interp(depths, x, final) - after)) < 5e-4
case_before = brentq(
    lambda d: core + excess * erfc(d / length) - case_level, 0, 3 * length)
case_after = brentq(
    lambda d: core + excess * sealed_excess(d, duration, duration)
    - case_level, 0, 3 * length)
assert abs(np.interp(-case_level, -final, x) - case_after) < 1.0

# The half does not depend on temperature, time or composition
other_T, other_hours, other_core, other_held = 1300.0, 2.0, 0.10, 0.80
other_D = arrhenius(other_T, prefactor, activation)
other_ratio = surface_ratio(other_core, other_held, other_hours * 3600,
                            lambda c: other_D, grid)
assert abs(other_ratio - 0.5) < 5e-4

# Constant-flux loading gives a different ratio
flux = 0.5 * excess * np.sqrt(np.pi * D / duration)
flux_loaded = evolve(np.full(x.size, core), [duration], constant_D,
                     lambda c: flux, grid)[-1]
assert abs(flux_loaded[0] - held) < 5e-4
flux_final = evolve(flux_loaded, [duration], constant_D, sealed, grid)[-1]
flux_ratio = (flux_final[0] - core) / (flux_loaded[0] - core)
assert abs(flux_ratio - (np.sqrt(2) - 1)) < 5e-4

# Neglected effect: diffusivity rising with carbon
D_rise = 2.5
slope = np.log(D_rise) / excess


def carbon_dependent_D(c):
    return D * np.exp(slope * (c - 0.5 * (core + held)))


rising_ratio = surface_ratio(core, held, duration, carbon_dependent_D, grid)
coarse_ratio = surface_ratio(core, held, duration, carbon_dependent_D,
                             make_grid(300, part_size))
assert abs(rising_ratio - coarse_ratio) < 5e-4

# Neglected effect: finite carbon transfer from gas to steel
transfer_cm = 2e-5
transfer = transfer_cm * UM_PER_CM
gas_loaded = evolve(np.full(x.size, core), [duration], constant_D,
                    lambda c: transfer * (held - c), grid)[-1]
gas_expected = held - excess * erfcx(transfer * np.sqrt(duration / D))
assert abs(gas_loaded[0] - gas_expected) < 5e-4
gas_final = evolve(gas_loaded, [duration], constant_D, sealed, grid)[-1]
gas_ratio = (gas_final[0] - core) / (gas_loaded[0] - core)
assert np.sqrt(2) - 1 < gas_ratio < 0.5

# Neglected effect: seal leaking carbon to a carbon-free gas
leak_fraction = 0.01
leak_final = evolve(loaded, [duration], constant_D,
                    lambda c: -leak_fraction * transfer * c, grid)[-1]
leak_ratio = (leak_final[0] - core) / excess
assert leak_ratio < numeric_ratios[1]

# Neglected effect: curved and finite part
shaft_ratio = surface_ratio(core, held, duration, constant_D,
                            make_grid(600, part_size, shaft=True))

# Neglected effect: sealed stage cooler than the carburizing stage
cooling = 10.0
cool_D = arrhenius(temperature - cooling, prefactor, activation)
cool_ratio = ratio_formula(D * duration, cool_D * duration)
cool_final = evolve(loaded, [duration], lambda c: cool_D, sealed, grid)[-1]
assert abs((cool_final[0] - core) / excess - cool_ratio) < 5e-4
assert held < carbide_limit

print(f"temperature: {temperature:.0f} K")
print(f"diffusivity prefactor (rough): {prefactor:.1f} cm2/s")
print(f"activation energy (rough): {activation:.2f} eV")
print(f"diffusivity D: {D / UM2_PER_CM2:.3e} cm2/s")
print(f"core carbon: {core:.2f} wt%")
print(f"held surface carbon: {held:.2f} wt%")
print(f"held surface excess: {excess:.2f} wt%")
print(f"duration of each stage: {hours:.1f} h")
print(f"diffusion length 2 sqrt(D t): {length:.1f} um")
print(f"carbon uptake, formula: {uptake:.1f} wt% um")
print(f"carbon uptake, finite volume: {uptake_numeric:.1f} wt% um")
for r, f, n in zip(seal_times / duration, formula_ratios, numeric_ratios):
    print(f"excess ratio at t2/t1={r:.2f}: formula {f:.4f}, numeric {n:.4f}")
print(f"surface carbon after equal sealing: {after[0]:.3f} wt%")
print(f"surface excess after equal sealing: {after[0] - core:.3f} wt%")
for d, b, a in zip(depths, before, after):
    print(f"carbon at {d:.0f} um: before {b:.3f}, after {a:.3f} wt%")
print(f"case level: {case_level:.2f} wt%")
print(f"case depth before sealing: {case_before:.0f} um")
print(f"case depth after sealing: {case_after:.0f} um")
print(f"second case: {other_T:.0f} K, {other_hours:.1f} h per stage")
print(f"second case carbon: {other_core:.2f} to {other_held:.2f} wt%")
print(f"second case excess ratio, numeric: {other_ratio:.4f}")
print(f"constant-flux loading, ratio, numeric: {flux_ratio:.4f}")
print(f"constant-flux loading, sqrt(2)-1: {np.sqrt(2) - 1:.4f}")
print(f"assumed rise of D from core to surface: factor {D_rise:.1f}")
print(f"ratio with carbon-dependent D: {rising_ratio:.4f}")
print(f"gas transfer coefficient (rough): {transfer_cm:.1e} cm/s")
print(f"surface carbon reached with it: {gas_loaded[0]:.3f} wt%")
print(f"surface carbon after its sealing: {gas_final[0]:.3f} wt%")
print(f"ratio to the excess reached: {gas_ratio:.4f}")
print(f"assumed leak, share of gas transfer: {100 * leak_fraction:.1f} %")
print(f"ratio with leaking seal: {leak_ratio:.4f}")
print(f"shaft radius: {part_size / 1000:.0f} mm")
print(f"ratio for the shaft: {shaft_ratio:.4f}")
print(f"sealed stage cooler by: {cooling:.0f} K")
print(f"ratio with cooler sealed stage: {cool_ratio:.4f}")
print(f"carbide limit (rough): {carbide_limit:.1f} wt%")
print("every check passed")
```

It prints:

```
temperature: 1200 K
diffusivity prefactor (rough): 0.2 cm2/s
activation energy (rough): 1.47 eV
diffusivity D: 1.341e-07 cm2/s
core carbon: 0.20 wt%
held surface carbon: 1.00 wt%
held surface excess: 0.80 wt%
duration of each stage: 4.0 h
diffusion length 2 sqrt(D t): 878.7 um
carbon uptake, formula: 396.6 wt% um
carbon uptake, finite volume: 396.6 wt% um
excess ratio at t2/t1=0.25: formula 0.7048, numeric 0.7048
excess ratio at t2/t1=1.00: formula 0.5000, numeric 0.5000
excess ratio at t2/t1=4.00: formula 0.2952, numeric 0.2952
surface carbon after equal sealing: 0.600 wt%
surface excess after equal sealing: 0.400 wt%
carbon at 0 um: before 1.000, after 0.600 wt%
carbon at 250 um: before 0.750, after 0.580 wt%
carbon at 500 um: before 0.537, after 0.526 wt%
carbon at 1000 um: before 0.286, after 0.378 wt%
carbon at 1500 um: before 0.213, after 0.267 wt%
case level: 0.40 wt%
case depth before sealing: 715 um
case depth after sealing: 924 um
second case: 1300 K, 2.0 h per stage
second case carbon: 0.10 to 0.80 wt%
second case excess ratio, numeric: 0.5000
constant-flux loading, ratio, numeric: 0.4142
constant-flux loading, sqrt(2)-1: 0.4142
assumed rise of D from core to surface: factor 2.5
ratio with carbon-dependent D: 0.5513
gas transfer coefficient (rough): 2.0e-05 cm/s
surface carbon reached with it: 0.932 wt%
surface carbon after its sealing: 0.554 wt%
ratio to the excess reached: 0.4843
assumed leak, share of gas transfer: 1.0 %
ratio with leaking seal: 0.4418
shaft radius: 10 mm
ratio for the shaft: 0.5152
sealed stage cooler by: 10 K
ratio with cooler sealed stage: 0.5190
carbide limit (rough): 1.3 wt%
every check passed
```
